# G0W0 self-energy of the electron gas by contour deformation

An unpolarized electron gas of density $n$ at zero temperature fills the plane-wave states up to $k_F$, with $n=k_F^3/(3\pi^2)$, in a uniform neutralizing background. In Hartree atomic units the bare energies, measured from the bare Fermi energy $\varepsilon_F=k_F^2/2$, are $\xi_p=p^2/2-\varepsilon_F$. The occupation is $f_p=\theta(-\xi_p)$ and the bare interaction is $v(q)=4\pi/q^2$. The background cancels the Hartree term and every interaction with $q=0$. All Green functions are time-ordered, and $\eta\to0^+$:

$$G_0(p,\omega)=\frac{1}{\omega-\xi_p+i\eta\,\mathrm{sgn}\,\xi_p}.$$

## (a) From the exchange diagram to G0W0

**Find the self-energy of first order in an interaction $U(1,2)$ that may depend on two times. Then replace $U$ by the sum of all chains of independent density fluctuations.**

**Solution.** Let $iG(1,2)=\langle T\psi(1)\psi^\dagger(2)\rangle$. The first-order term of the time-ordered exponential is

$$i\,\delta G(1,2)=-\frac i2\int d3\,d4\;U(3,4)\,\langle T\psi(1)\psi^\dagger(3)\psi^\dagger(4)\psi(4)\psi(3)\psi^\dagger(2)\rangle_0 .$$

The exchange contraction pairs $\psi(1)\psi^\dagger(3)$, $\psi(3)\psi^\dagger(4)$ and $\psi(4)\psi^\dagger(2)$. To bring the pairs together, $\psi(3)$ passes two operators, so the sign is $+$. Interchanging 3 and 4 gives an equal term, which removes the factor $\tfrac12$. Since $-i\cdot i^3=-1$,

$$\delta G(1,2)=i\int d3\,d4\;G_0(1,3)\,[G_0(3,4)U(3,4)]\,G_0(4,2),\qquad \Sigma(3,4)=iG_0(3,4)U(3,4).$$

Now take a chain of $m$ bare interactions, each entering as $-\tfrac i2\,n\,v\,n$, joined by $m-1$ averages $\langle T\delta n\,\delta n\rangle_0$. There are $m!\,2^m/2$ ways to form it: orderings times orientations, divided by two because a reversed chain is the same chain. With the $1/m!$ of the exponential, the prefactor is $\tfrac12(-i)^m=-\tfrac i2(-i)^{m-1}$. The chain therefore acts as an interaction $v(\chi_0v)^{m-1}$ with $\chi_0=-i\langle T\delta n\,\delta n\rangle_0$. Summing over $m$,

$$W=v+v\chi_0v+\dots=\frac{v}{1-v\chi_0}.$$

A product in space and time is a convolution in momentum and frequency. Because $W$ is even in frequency,

$$\Sigma(k,\omega)=i\int\!\frac{d^3q}{(2\pi)^3}\int_{-\infty}^{\infty}\frac{d\omega'}{2\pi}\,e^{i\eta\omega'}G_0(|\mathbf k+\mathbf q|,\omega+\omega')\,W(q,\omega').$$

The exponential serves the instantaneous part $v$, for which $G_0$ is needed at time $0^-$. This is the G0W0 approximation. It leaves out vertex corrections and does not feed $\Sigma$ back into $G$ or $W$.

## (b) The static part

**Write $W=v+W^c$ and evaluate the contribution of $v$.**

**Solution.** The exponential allows the frequency contour to be closed in the upper half plane. It encloses the pole of $G_0$ only for occupied states, so

$$\int\frac{d\omega'}{2\pi}e^{i\eta\omega'}G_0(p,\omega+\omega')=i f_p .$$

With the prefactor $i$ this gives $\Sigma_x(k)=-\int\frac{d^3p}{(2\pi)^3}\,v(|\mathbf k-\mathbf p|)f_p$. The angular integral is

$$\int_{-1}^{1}\frac{dx}{k^2+p^2-2kpx}=\frac1{kp}\ln\left|\frac{k+p}{k-p}\right| ,$$

and the factors $4\pi\cdot2\pi/(8\pi^3)=1/\pi$ leave

$$\Sigma_x(k)=-\frac1{\pi k}\int_0^{k_F}p\ln\left|\frac{k+p}{k-p}\right|dp .$$

An antiderivative of the integrand is $\frac{p^2-k^2}{2}\ln\left|\frac{k+p}{k-p}\right|+kp$: differentiating the logarithm produces $-k$, which cancels the derivative of $kp$. With $y=k/k_F$,

$$\Sigma_x(k)=-\frac{k_F}{\pi}\left[1+\frac{1-y^2}{2y}\ln\left|\frac{1+y}{1-y}\right|\right].$$

At $k=k_F$ this equals $-k_F/\pi$.

## (c) The screened interaction in the complex plane

**Find $\chi_0(q,z)$ in closed form. Where is $W^c$ analytic, and how fast does it decay?**

**Solution.** A density fluctuation lifts an electron from $\mathbf p$ to $\mathbf p+\mathbf q$ at the cost $\Delta=\mathbf p\cdot\mathbf q+q^2/2$. Fourier transformation of $-i\langle T\delta n\,\delta n\rangle_0$, with a factor 2 for spin, gives

$$\chi_0(q,\omega)=2\int\!\frac{d^3p}{(2\pi)^3}f_p(1-f_{p+q})\left[\frac1{\omega-\Delta+i\eta}-\frac1{\omega+\Delta-i\eta}\right].$$

For complex $z$ the bracket is $2\Delta/(z^2-\Delta^2)$. The substitution $\mathbf p\to-\mathbf p-\mathbf q$ reverses $\Delta$ and leaves $f_pf_{p+q}$ unchanged, so the product term integrates to zero. Hence $\chi_0(z)=A(z)+A(-z)$ with $A(z)=2\int\frac{d^3p}{(2\pi)^3}\frac{f_p}{z-\Delta}$.

Put $\nu_\pm=\frac{z}{qk_F}\pm\frac{q}{2k_F}$, so that $z-\Delta=q(k_F\nu_--px)$. The angular integral and the antiderivative of (b), with $k$ replaced by $k_F\nu_-$, give

$$A(z)=\frac1{2\pi^2q}\int_0^{k_F}\!p\ln\frac{k_F\nu_-+p}{k_F\nu_--p}\,dp=\frac{k_F^2}{2\pi^2q}\left[\nu_-+\frac{1-\nu_-^2}{2}L(\nu_-)\right],\quad L(\nu)=\ln\frac{\nu+1}{\nu-1}.$$

In $A(-z)$ the argument is $-\nu_+$, and the bracket is odd. Since $\nu_--\nu_+=-q/k_F$,

$$\chi_0(q,z)=-\frac{k_F}{\pi^2}\left[\frac12-\frac{k_F}{4q}(1-\nu_-^2)L(\nu_-)+\frac{k_F}{4q}(1-\nu_+^2)L(\nu_+)\right],$$

with the principal logarithm for $z$ in the upper half plane.

Next, $W^c=v^2\chi_0/(1-v\chi_0)$ could be singular off the real axis only where $v\chi_0=1$. In the form with $f_p(1-f_{p+q})$ every $\Delta$ is positive. If $z^2$ is not real, $\mathrm{Im}\,\chi_0$ has the sign of $-\mathrm{Im}\,z^2$ and is not zero. If $z$ is imaginary, $\chi_0$ is negative. So $1-v\chi_0$ has no zero off the real axis, and $W^c$ is analytic there.

The $i\eta$ terms show that the time-ordered function takes its value from above the axis for $\omega'>0$ and from below for $\omega'<0$. It therefore continues analytically into the first and third quadrants.

For large $|z|$, $\chi_0\to nq^2/z^2$, because $2\int\frac{d^3p}{(2\pi)^3}f_p\,2\Delta=nq^2$. Thus $W^c\to v\,\omega_p^2/z^2$, with plasma frequency $\omega_p=\sqrt{4\pi n}$.

## (d) Turning the contour

**Replace the real-axis integral containing $W^c$ by one along the imaginary axis. Which poles must be added, and with which signs?**

**Solution.** Write $\xi=\xi_{|\mathbf k+\mathbf q|}$. The integrand $F(\omega')=G_0W^c$ falls as $|\omega'|^{-3}$, so the arcs at infinity contribute nothing and no convergence factor is needed. Two closed contours are used:

- First quadrant: out along the positive real axis, back down the positive imaginary axis. This is counterclockwise and gives $+2\pi i$ times the enclosed residues.
- Third quadrant: in along the negative real axis, then down the negative imaginary axis. This is clockwise and gives $-2\pi i$ times the residues.

Adding them,

$$\int_{-\infty}^{\infty}F\,d\omega'=\int_{-i\infty}^{i\infty}F\,d\omega'+2\pi i\left(\sum_{\rm I}\mathrm{Res}-\sum_{\rm III}\mathrm{Res}\right).$$

In these quadrants only $G_0$ has a pole, at $\omega'=\xi-\omega-i\eta\,\mathrm{sgn}\,\xi$, with residue $W^c(q,\xi-\omega)$. For an occupied state it lies above the real axis, and in the first quadrant if $\omega<\xi<0$. For an empty state it lies below, and in the third quadrant if $0<\xi<\omega$. Both cases are contained in

$$\sum_{\rm I}-\sum_{\rm III}=-\left[\theta(\omega-\xi)-\theta(-\xi)\right]W^c .$$

The bracket is $+1$ for $0<\xi<\omega$, $-1$ for $\omega<\xi<0$, and zero otherwise. The prefactor $i/(2\pi)$ times $2\pi i$ is $-1$. On the imaginary axis $\omega'=i\nu$, and $i\,d\omega'=-d\nu$. Therefore $\Sigma=\Sigma_x+\Sigma_{\rm line}+\Sigma_{\rm res}$ with

$$\Sigma_{\rm line}=-\int\!\frac{d^3q}{(2\pi)^3}\int_{-\infty}^{\infty}\frac{d\nu}{2\pi}\,\frac{W^c(q,i\nu)}{\omega+i\nu-\xi},$$

$$\Sigma_{\rm res}=\int\!\frac{d^3q}{(2\pi)^3}\left[\theta(\omega-\xi)-\theta(-\xi)\right]W^c(q,|\omega-\xi|+i\eta).$$

The evenness of $W^c$ allows $|\omega-\xi|$ in the last line.

The rule can be checked at a single $q$ with a finite broadening in $G_0$, for which the deformation holds equally. With $r_s=4$, $q=1.5\,k_F$, an empty state, $\omega-\xi=0.3$ Ha and broadening 0.05 Ha, direct real-axis quadrature gives $-3.4237-8.3909i$. The line gives $2.4432-0.2047i$ and the residue $-5.8669-8.1862i$, all in Ha bohr³. Their sum agrees with the direct value. The line part is complex here because the broadening is finite.

## (e) Reduction to double integrals

**Carry out the angular integrals. Which part holds the damping, and when does the plasmon pole enter?**

**Solution.** On the imaginary axis $W^c$ is real and even in $\nu$. Let $a=\omega-\xi$. Pairing $\nu$ with $-\nu$ gives $\frac1{a+i\nu}+\frac1{a-i\nu}=\frac{2a}{a^2+\nu^2}$, so $\Sigma_{\rm line}$ is real. All damping sits in $\Sigma_{\rm res}$.

With $x$ the cosine between $\mathbf k$ and $\mathbf q$, $d\xi=kq\,dx$. The ends of the range are $a_\pm=\omega+\varepsilon_F-(k\pm q)^2/2$, and

$$\int_{-1}^{1}\frac{a\,dx}{a^2+\nu^2}=\frac1{kq}\int_{a_+}^{a_-}\frac{a\,da}{a^2+\nu^2}=\frac1{2kq}\ln\frac{a_-^2+\nu^2}{a_+^2+\nu^2}.$$

Since $d^3q/(2\pi)^3\to q^2\,dq\,dx/(4\pi^2)$,

$$\Sigma_{\rm line}=-\frac1{8\pi^3k}\int_0^\infty\! q\,dq\int_0^\infty\! d\nu\;W^c(q,i\nu)\ln\frac{a_-^2+\nu^2}{a_+^2+\nu^2}.$$

In the residue term fix $\xi$, and hence $p=|\mathbf k+\mathbf q|=\sqrt{2(\xi+\varepsilon_F)}$. The triangle condition limits $q$ to $|k-p|\le q\le k+p$, so

$$\Sigma_{\rm res}=\frac{\mathrm{sgn}\,\omega}{4\pi^2k}\int|d\xi|\int_{|k-p|}^{k+p}q\,dq\;W^c(q,|\omega-\xi|+i\eta),$$

with $\xi$ between 0 and $\omega$, and never below $-\varepsilon_F$. For $\omega>0$ the intermediate states are the empty ones into which the electron can fall, giving $|\omega-\xi|$ to the gas. For $\omega<0$ they are the occupied states from which the hole can be filled. At $\omega=0$ there are none, and the correlation part is the line integral alone.

The frequency in $W^c$ does not exceed $|\omega|$. In the RPA gas treated below the plasmon energy rises from $\omega_p$ with $q$, so for $|\omega|<\omega_p$ the plasmon pole is not met. Above that threshold the pole can lie in the integration range and must be kept with its $i\eta$; quadrature that ignores it fails.

## (f) Close to the Fermi surface

**For $k=k_F$ and small $\omega$, find the leading damping. Does $\Sigma_{\rm res}$ by itself have a finite slope at $\omega=0$?**

**Solution.** For $0<q<2k_F$ and small $E>0$, both $\nu_\pm$ lie in $(-1,1)$, where $\mathrm{Im}\,L=-\pi$. Part (c) gives

$$\mathrm{Im}\,\chi_0=-\frac{k_F^2}{4\pi q}(\nu_+^2-\nu_-^2)=-\frac{E}{2\pi q},$$

because $\nu_+^2-\nu_-^2=2E/k_F^2$. From $W^{-1}=v^{-1}-\chi_0$, to first order in $E$, $\mathrm{Im}\,W=W(q,0)^2\,\mathrm{Im}\,\chi_0$. To leading order $q$ runs from 0 to $2k_F$, and $\int_0^{|\omega|}E\,dE=\omega^2/2$. Hence

$$\mathrm{Im}\,\Sigma\simeq-\mathrm{sgn}(\omega)\,C\omega^2,\qquad C=\frac1{16\pi^3k_F}\int_0^{2k_F}W(q,0)^2\,dq .$$

One power of $\omega$ counts the available final states and the other the pair excitations that can take up the energy. This is the Fermi-liquid law. At $r_s=4$ the static formula gives $C=1.055$ Ha$^{-1}$, and the full residue integral at $\omega=\pm0.002\,\varepsilon_F$ gives 1.054 Ha$^{-1}$.

For the real part write $W^c=-v+W$. The term $-v$ contributes

$$-\frac{\mathrm{sgn}\,\omega}{\pi k_F}\int|d\xi|\ln\frac{k_F+p}{|k_F-p|}\simeq-\frac{\omega}{\pi k_F}\left[\ln\frac{2k_F^2}{|\omega|}+1\right],$$

where $|p-k_F|\simeq|\xi|/k_F$ was used. The static $W(q,0)$ is finite at small $q$ and adds a term linear in $\omega$. At finite $E=|\omega-\xi|$, $\mathrm{Re}\,W$ differs from it strongly for $q\lesssim E/k_F$, and by a relative amount of order $(E/qk_F)^2$ for $E/k_F\ll q\ll k_F$. For $q\ll E/k_F$ the large-$z$ form of (c) gives $W\simeq-E^2/(nq^2)$, so this region adds $\int q\,dq\,W\sim E^2\ln(E/|\xi|)$, which is of order $\omega^3$ after the $\xi$ integral. The tail at larger $q$ adds $\int q\,dq\,E^2/q^2\sim E^2\ln(k_F^2/E)$, of order $\omega^3\ln|\omega|$ after the $\xi$ integral. The region near $q=2k_F$, where $\chi_0(q,0)$ is not analytic, adds a further and at $r_s=4$ much smaller term of the same order $\omega^3\ln|\omega|$. None of these terms affects the slope at $\omega=0$. So $\Sigma_{\rm res}$ contains $\omega\ln|\omega|/(\pi k_F)$, and its slope diverges. Between $0.01\,\varepsilon_F$ and $0.001\,\varepsilon_F$ the computed $\mathrm{Re}\,\Sigma_{\rm res}/\omega$ changes by $-1.527$; the logarithm predicts $-\ln10/(\pi k_F)=-1.528$.

The line part cancels this term. At fixed $\mathbf q$, the piece $-v$ gives in the line integral

$$\frac v\pi\int_0^\infty\frac{a\,d\nu}{a^2+\nu^2}=\frac v2\,\mathrm{sgn}\,a=v\left[\theta(a)-\tfrac12\right],$$

and in the residue $-v[\theta(a)-\theta(-\xi)]$. The sum, $v[\theta(-\xi)-\tfrac12]$, does not depend on $\omega$. The two parts are thus a computational division, not two separate physical effects.

## (g) A gas with $r_s=4$

**Evaluate the self-energy at $k=0.5$, 1 and $1.5\,k_F$ with $\omega=\xi_k$. Find the quasiparticle energies to first order, the lifetime at $1.5\,k_F$, and the quasiparticle weight at $k_F$.**

**Solution.** From $n=3/(4\pi r_s^3)$ follow $k_F=(9\pi/4)^{1/3}/r_s=0.4798$ bohr$^{-1}$, $\varepsilon_F=0.1151$ Ha and $\omega_p=0.2165$ Ha. All three frequencies lie below $\omega_p$ in magnitude. In hartree:

| $k/k_F$ | $\xi_k$ | $\Sigma_x$ | $\Sigma_{\rm line}$ | $\Sigma_{\rm res}$ | $\Sigma$ |
|---|---|---|---|---|---|
| 0.5 | −0.0863 | −0.2786 | −0.0963 | 0.1773+0.0086i | −0.1975+0.0086i |
| 1.0 | 0 | −0.1527 | −0.0535 | 0 | −0.2062 |
| 1.5 | 0.1439 | −0.0503 | −0.0318 | −0.1338−0.0105i | −0.2159−0.0105i |

As an independent check, the correlation part was recomputed from the loss spectrum on the real axis, pair continuum plus plasmon. The largest difference found was $1\times10^{-6}$ Ha, which measures numerical agreement within G0W0 and not the error of G0W0 itself.

The interacting Fermi energy is shifted by $\Sigma(k_F,0)$. Measuring $\omega$ from it, in $G_0$ as well, gives

$$G^{-1}(k,\omega)=\omega-\xi_k-\left[\Sigma(k,\omega)-\Sigma(k_F,0)\right].$$

To first order the quasiparticle energy is $E_k=\xi_k+\mathrm{Re}\,\Sigma(k,\xi_k)-\Sigma(k_F,0)$:

$$E_{0.5k_F}=-0.0863-0.1975+0.2062=-0.0776\ \text{Ha}=-2.11\ \text{eV},$$

$$E_{1.5k_F}=0.1439-0.2159+0.2062=0.1342\ \text{Ha}=3.65\ \text{eV}.$$

With $\Sigma$ taken on shell, both states move towards the Fermi energy, by about 10% and 7% of their bare distance. Exchange alone would push them away, since $\Sigma_x$ rises by 0.228 Ha between the two momenta. Correlation falls by 0.247 Ha and slightly more than compensates.

An amplitude proportional to $e^{-iE_kt-|\mathrm{Im}\Sigma|t}$ has a probability that decays at the rate $\Gamma=2|\mathrm{Im}\,\Sigma|$. At $1.5\,k_F$ this is $0.0210$ Ha $=0.57$ eV, a lifetime $1/\Gamma$ of about 1.2 fs. The law of (f), carried this far from the Fermi surface, would give $|\mathrm{Im}\,\Sigma|=1.055\times0.1439^2=0.0218$ Ha, about twice the computed value.

Near $\omega=0$ at $k_F$, $G^{-1}\simeq\omega\,(1-\partial\mathrm{Re}\,\Sigma/\partial\omega)$, so the pole has weight

$$Z=\frac1{1-\partial\mathrm{Re}\,\Sigma/\partial\omega}=\frac1{1+0.571}=0.637 .$$

Central differences with steps $0.05\,\varepsilon_F$ and $0.025\,\varepsilon_F$ give slopes $-0.5705$ and $-0.5706$. A surviving logarithm would have changed the slope by $\ln2/(\pi k_F)=0.46$ between them, so the numbers support a finite slope of the sum. Since $Z$ is well below 1, the frequency dependence of $\Sigma$ is not a small effect at this density. The energies and width above, which neglect it beyond the on-shell value, are first-order estimates, and the neglect is large. Solving $\mathrm{Re}\,G^{-1}(k,\omega)=0$ instead gives shifts of only about 6% and 4% ($-2.21$ and $3.75$ eV). At $1.5\,k_F$ the weight is $Z_k\approx0.62$, and the width $2Z_k|\mathrm{Im}\,\Sigma|$ at that root is about $0.012$ Ha $=0.33$ eV, a lifetime of about 2.0 fs.

## Computed results

```
r_s = 4.0 bohr, k_F = 0.47979 1/bohr
Fermi energy = 0.11510 Ha, plasma frequency = 0.21651 Ha
plasmon enters pair continuum at q_c = 0.9454 k_F
f-sum rule, spectrum/exact at q = 0.5 k_F: 1.0000000
one q = 1.5 k_F, broadening 0.05 Ha; values in Ha bohr^3:
 empty, w-xi=+0.3 Ha: direct -3.42373-8.39089j, line 2.44319-0.20472j, residue -5.86693-8.18617j
 filled, w-xi=-0.3 Ha: direct 3.42373+8.39089j, line -2.44319+0.20472j, residue 5.86693+8.18617j
 empty, w-xi=-0.3 Ha: direct -2.44319-0.20472j, line -2.44319-0.20472j, residue 0.00000+0.00000j
 filled, w-xi=+0.3 Ha: direct 2.44319+0.20472j, line 2.44319+0.20472j, residue 0.00000+0.00000j
on-shell self-energy in Ha (w = xi_k):
 k = 0.5 k_F, w = -0.08632: exchange -0.27856, line -0.09625
   residue 0.17732+0.00859j, total -0.19749+0.00859j
   correlation: contour 0.08107+0.00859j, spectrum 0.08107+0.00859j
 k = 1.0 k_F, w = +0.00000: exchange -0.15272, line -0.05347
   residue 0.00000+0.00000j, total -0.20619+0.00000j
   correlation: contour -0.05347+0.00000j, spectrum -0.05347+0.00000j
 k = 1.5 k_F, w = +0.14387: exchange -0.05031, line -0.03179
   residue -0.13380-0.01049j, total -0.21589-0.01049j
   correlation: contour -0.16558-0.01049j, spectrum -0.16559-0.01049j
largest contour-spectrum difference = 1.0e-06 Ha
slope dRe Sigma/dw at k_F: step 0.05 eF -0.5705, step 0.025 eF -0.5706
 same slope from spectrum, step 0.05 eF: -0.5705
Z at k_F = 0.637
damping coefficient at w = +0.002 eF: 1.0545 1/Ha
damping coefficient at w = -0.002 eF: 1.0544 1/Ha
damping coefficient from static W: 1.0554 1/Ha
Re residue/w at 0.01 eF: -4.3031, at 0.001 eF: -5.8298
 change -1.5267, logarithm predicts -1.5276
k = 0.5 k_F energy from Fermi surface: bare -0.08632 Ha, G0W0 -0.07762 Ha = -2.112 eV
k = 1.5 k_F energy from Fermi surface: bare +0.14387 Ha, G0W0 +0.13417 Ha = +3.651 eV
width at 1.5 k_F = 0.02097 Ha = 0.571 eV
lifetime at 1.5 k_F = 1.15 fs
```
